# Electromigration Wind Force from Electronic Friction in the Moving Frame

**Q.** A current flows through a metal and pushes on an impurity that is held still. In another experiment there is no current, and the impurity is dragged through the electrons. Why should one force tell me the other?

**A.** In both cases the impurity and the electron gas are in relative motion. Take jellium, that is, electrons of mass $m$ and charge $-e$ on a uniform neutralising background, and an infinitely heavy, spherically symmetric impurity. If the gas is at rest and the impurity moves slowly at velocity $\mathbf u$, the force on it is $-\eta\mathbf u$, which defines the friction coefficient $\eta$. If the impurity is fixed and the gas drifts at $\mathbf v_d$, the claim is

$$\mathbf F_{\rm wind}=\eta\,\mathbf v_d$$

to first order in $\mathbf v_d$. The force exerted directly by the applied field on the impurity is a separate term.

**Q.** Which operator do you call the force?

**A.** The Hamiltonian is

$$H=\sum_i\frac{\mathbf p_i^2}{2m}+\sum_{i<j}W(\mathbf r_i-\mathbf r_j)+\sum_iV(\mathbf r_i-\mathbf R),$$

where $W$ is the electron repulsion and $\mathbf R$ the impurity position. The uniform background exerts no local force and is left out. The force on the impurity is minus the derivative of the energy with respect to its position:

$$\mathbf F=-\Big\langle\frac{\partial H}{\partial\mathbf R}\Big\rangle=+\Big\langle\sum_i\nabla V(\mathbf r_i-\mathbf R)\Big\rangle .$$

The sign changes because $V$ depends on $\mathbf r_i-\mathbf R$. An attractive impurity is therefore pulled towards the side with more electrons.

**Q.** Changing frames is easy for a classical particle. Show me that it works for interacting quantum electrons.

**A.** Let $\mathbf v=\mathbf v_d$ and $\mathbf r_i'=\mathbf r_i-\mathbf vt$, and write

$$\Psi(\{\mathbf r_i\},t)=e^{iS/\hbar}\,\Psi'(\{\mathbf r_i'\},t),\qquad S=\sum_i\Big(m\mathbf v\cdot\mathbf r_i'+\tfrac12mv^2t\Big).$$

In the old coordinates $S=\sum_i(m\mathbf v\cdot\mathbf r_i-\tfrac12mv^2t)$, so at fixed $\mathbf r_i$ its time derivative is $-\tfrac12Nmv^2$ for $N$ electrons. The chain rule also gives $\partial_t\mathbf r_i'=-\mathbf v$. With $\mathbf p_i'=-i\hbar\nabla_i'$,

$$i\hbar\,\partial_t\Psi=e^{iS/\hbar}\Big[i\hbar\,\partial_t+\sum_i\mathbf v\cdot\mathbf p_i'+\tfrac12Nmv^2\Big]\Psi'.$$

On the other side, $\mathbf p_i\Psi=e^{iS/\hbar}(\mathbf p_i'+m\mathbf v)\Psi'$, so

$$\sum_i\frac{\mathbf p_i^2}{2m}\Psi=e^{iS/\hbar}\Big[\sum_i\frac{\mathbf p_i'^2}{2m}+\sum_i\mathbf v\cdot\mathbf p_i'+\tfrac12Nmv^2\Big]\Psi'.$$

The last two terms cancel between the two sides. Since $\mathbf r_i-\mathbf r_j=\mathbf r_i'-\mathbf r_j'$, the repulsion is unchanged, and what remains is

$$i\hbar\,\partial_t\Psi'=\Big[\sum_i\frac{\mathbf p_i'^2}{2m}+\sum_{i<j}W(\mathbf r_i'-\mathbf r_j')+\sum_iV\big(\mathbf r_i'-(\mathbf R-\mathbf vt)\big)\Big]\Psi'.$$

This is the same gas with every momentum lowered by $m\mathbf v$, hence at rest, and with the impurity moving at $-\mathbf v$. The phase drops out of $|\Psi|^2$, and $\nabla V$ depends on the relative position alone. The forces therefore agree at each instant:

$$\mathbf F_{\rm fixed}(\mathbf v_d)=\mathbf F_{\rm rest\ gas}(\mathbf u=-\mathbf v_d).$$

**Q.** Where did you use the parabolic dispersion? I want to see the argument fail without it.

**A.** The cancellation needs the kinetic energy to change by exactly $\mathbf v\cdot\mathbf p'+\frac12mv^2$ when the momentum is raised by $m\mathbf v$.

A small system shows the difference. Put two repelling electrons on a ring of circumference 20 atomic units, give each three momentum quanta, and switch on an attractive impurity. The drift speed is $2\pi\times3/20=0.9425$ a.u. Over 4 a.u. of time, the largest difference between the forces found in the two frames is $3\times10^{-14}$ of the peak force.

With the dispersion $\sqrt{1+k^2}-1$ instead, and the impurity moved at the mean velocity of the boosted pair, the difference reaches 0.82 of the peak force. This is a strong boost, so the figure illustrates the failure and does not estimate an error in a metal at small drift.

**Q.** The frame identity holds at any speed, yet your claim is linear. How do you get from one to the other?

**A.** Let the gas become infinite first, then wait for the steady state, then let the speed become small. In an isotropic gas the force on a spherical impurity lies along $\mathbf u$ and reverses with it. If it can be expanded in powers of $\mathbf u$, then

$$\mathbf F_{\rm rest\ gas}(\mathbf u)=-\eta\mathbf u+O(u^3).$$

Setting $\mathbf u=-\mathbf v_d$ gives $\mathbf F_{\rm wind}=+\eta\mathbf v_d$. The coefficient $\eta$ cannot be negative, because a moving impurity cannot draw steady work from a gas in equilibrium.

**Q.** In a wire the drift is kept up by a field against phonons and defects. In your moving frame those scatterers move too. Is the gas really at rest there?

**A.** It is, near the impurity, under two conditions. The first is that the mean free path greatly exceeds the range of $V$, so that background collisions rarely interrupt an encounter with the impurity. The second is that the arriving electrons have a rigidly shifted equilibrium distribution.

For the second, let $f_0$ be the equilibrium occupation and $\tau$ the relaxation time. In a steady field $\mathbf E$,

$$-\frac{e\mathbf E}{\hbar}\cdot\nabla_kf_0=-\frac{\delta f}{\tau}\quad\Rightarrow\quad\delta f=\frac{e\tau\mathbf E}{\hbar}\cdot\nabla_kf_0=-\frac{m\mathbf v_d}{\hbar}\cdot\nabla_kf_0,\qquad\mathbf v_d=-\frac{e\tau}{m}\mathbf E .$$

This is the first-order term of $f_0(\mathbf k-m\mathbf v_d/\hbar)$. If $\tau$ depends on energy the shift is not rigid, but at low temperature $\nabla_kf_0$ vanishes away from the Fermi surface, and $\tau$ at the Fermi energy is all that enters.

**Q.** So far $\eta$ is just a name. Can you compute it?

**A.** Yes, for independent electrons in a fixed screened potential $V(r)$. Start with one incident wave of unit density along $z$:

$$\psi=\sum_l(2l+1)\,i^l e^{i\delta_l}\frac{u_l(r)}{kr}P_l(\cos\theta),\qquad u_l\to\sin\!\big(kr-\tfrac{l\pi}2+\delta_l\big).$$

Its force on the impurity is $F_k=\int|\psi|^2V'(r)\cos\theta\,d^3r$. The recurrence $(2l+1)\cos\theta\,P_l=(l+1)P_{l+1}+lP_{l-1}$ leaves products of neighbouring $l$, with

$$\int P_lP_{l+1}\cos\theta\,d\Omega=\frac{4\pi(l+1)}{(2l+1)(2l+3)}.$$

Each such product occurs together with its complex conjugate, which gives the factor $2\,{\rm Re}[\,i\,e^{i(\delta_{l+1}-\delta_l)}]=2\sin(\delta_l-\delta_{l+1})$. Hence

$$F_k=\frac{8\pi}{k^2}\sum_l(l+1)\sin(\delta_l-\delta_{l+1})\int_0^\infty u_lu_{l+1}V'\,dr .$$

**Q.** That radial integral looks as if it needs the whole wave function.

**A.** It can be reduced to phase shifts. Let $a=u_l$, $b=u_{l+1}$, $L=l+1$ and $U=2mV/\hbar^2$. The radial equations are

$$a''=\Big[\frac{L(L-1)}{r^2}+U-k^2\Big]a,\qquad b''=\Big[\frac{L(L+1)}{r^2}+U-k^2\Big]b .$$

Consider

$$Q=-a'b'+\Big(U-k^2+\frac{L^2}{r^2}\Big)ab+\frac Lr(ab'-a'b).$$

Differentiate and insert the radial equations. The terms in $U-k^2$ multiplying $ab'$ and $a'b$ cancel. The other coefficients are

- of $ab'$: $[-L(L-1)+L^2-L]/r^2=0$;
- of $a'b$: $[-L(L+1)+L^2+L]/r^2=0$;
- of $ab$: $U'-2L^2/r^3+(L/r)(2L/r^2)=U'$.

So $Q'=U'ab$. At the origin $a\sim r^L$ and $b\sim r^{L+1}$, so $Q\to0$, also for a potential that diverges as $1/r$.

Far away, put $\alpha=kr-l\pi/2+\delta_l$ and $\beta=kr-l\pi/2+\delta_{l+1}$. Then $a=\sin\alpha$ and $b=-\cos\beta$, and

$$Q\to-k^2\cos\alpha\sin\beta+k^2\sin\alpha\cos\beta=k^2\sin(\delta_l-\delta_{l+1}).$$

Therefore $\int u_lu_{l+1}V'dr=(\hbar^2k^2/2m)\sin(\delta_l-\delta_{l+1})$, and

$$F_k=\frac{\hbar^2k^2}{m}\sigma_{\rm tr}(k),\qquad\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

This $\sigma_{\rm tr}$ is the transport cross section. The incident flux is $\hbar k/m$, and an electron deflected by $\theta$ gives up momentum $\hbar k(1-\cos\theta)$ along $z$, so momentum conservation requires $\sigma_{\rm tr}=\int(1-\cos\theta)\,(d\sigma/d\Omega)\,d\Omega$. For the impurity treated below, direct integration over the electron density gives $F_k=6.8136$ a.u., and the phase-shift formula gives the same to these digits.

**Q.** Now add up the Fermi sea. What about final states that are already occupied?

**A.** In the impurity's frame scattering is elastic, with equal rates for $\mathbf k\to\mathbf k'$ and $\mathbf k'\to\mathbf k$. The blocking term contains $f(\mathbf k)f(\mathbf k')(\mathbf k-\mathbf k')$, which changes sign when the labels are exchanged, so it sums to zero. With two spins,

$$\mathbf F=2\int\frac{d^3k}{(2\pi)^3}\,f(\mathbf k)\,\frac{\hbar^2k}{m}\,\sigma_{\rm tr}(k)\,\mathbf k .$$

The unshifted sphere gives zero by symmetry. For drift along $z$ at zero temperature, $\partial f_0/\partial k=-\delta(k-k_F)$, so $\delta f=(mv_d/\hbar)(k_z/k)\,\delta(k-k_F)$. Then

$$F=\frac{\hbar v_d}{4\pi^3}\int k_z^2\,\sigma_{\rm tr}(k)\,\delta(k-k_F)\,d^3k=\frac{\hbar v_d}{4\pi^3}\,\frac{4\pi}{3}\,k_F^4\,\sigma_{\rm tr}(k_F).$$

Since the density is $n=k_F^3/3\pi^2$,

$$\eta=n\hbar k_F\,\sigma_{\rm tr}(k_F).$$

**Q.** The current also distorts the screening cloud. You kept $V$ fixed.

**A.** In the Hartree mean field, mutual electron forces sum to zero, so the force from the bare impurity potential equals that from the total screened potential. The drift changes that potential to first order, with a tail that falls as $1/r^2$. Acting on the unshifted gas, this change gives no net force, because the equilibrium energy does not change when the whole potential is translated. The tail leaves no surface term, since the density disturbance around the impurity in the unshifted gas falls as $1/r^3$. The distortion therefore drops out at first order. Dynamic exchange and correlation could change the value of $\eta$ and are left out here, but they do not affect the frame identity.

**Q.** You computed $\eta$ with the impurity fixed. Friction should come from energy lost by a moving impurity, so is this not circular?

**A.** It uses the identity, so a separate calculation in the other frame is worthwhile. For weak scattering the golden rule gives, for the fixed impurity,

$$\mathbf F=\sum_{\mathbf k\mathbf k'}\frac{2\pi}{\hbar}|V_{\mathbf k'\mathbf k}|^2f(\mathbf k)[1-f(\mathbf k')]\,\hbar(\mathbf k-\mathbf k')\,\delta(\varepsilon_{k'}-\varepsilon_k),$$

where the sum includes spin. Put $\mathbf k=\mathbf p+m\mathbf v_d/\hbar$, likewise for $\mathbf k'$, and $\mathbf q=\mathbf p'-\mathbf p$. The occupations become those of the gas at rest, and

$$\varepsilon_{k'}-\varepsilon_k=\varepsilon_{p'}-\varepsilon_p+\hbar\mathbf q\cdot\mathbf v_d .$$

With $\mathbf u=-\mathbf v_d$, the delta function now demands $\varepsilon_{p'}-\varepsilon_p=\hbar\mathbf q\cdot\mathbf u$. At zero temperature the Pauli principle allows only transitions from filled to empty states, so each one creates an electron–hole pair and takes its energy from the moving impurity. In the total force the blocking term still cancels, because exchanging $\mathbf p$ and $\mathbf p'$ leaves the delta function unchanged and reverses the momentum transfer. What looks elastic in one frame is dissipation in the other.

At a speed of $0.3v_F$, where $v_F=\hbar k_F/m$, the shifted-sphere sum and the pair-creation integral both give 0.027405 a.u. At $0.02v_F$ the pair-creation force is 0.9999 of $n\hbar k_F\sigma_{\rm tr}u$ with the weak-scattering cross section.

**Q.** Put in numbers for something an engineer would recognise.

**A.** Take rough values for an aluminium interconnect: $n=1.8\times10^{23}$ cm$^{-3}$, resistivity $\rho=4.7$ µΩ cm, 473 K and a current density $J=1$ MA/cm². The impurity is an interstitial of charge $+1$ with potential energy $-e^2e^{-\kappa r}/(4\pi\epsilon_0r)$.

The constant $\kappa$ is set by neutrality. In a large sphere of radius $R_0$ the condition $u_l(R_0)=0$ reads $kR_0-l\pi/2+\delta_l=p\pi$ with integer $p$. The impurity thus adds $\delta_l/\pi$ states below $k_F$ for each spin and each of the $2l+1$ orientations, and screening requires

$$\frac2\pi\sum_l(2l+1)\,\delta_l(k_F)=1 .$$

This gives $\kappa=23.4$ nm$^{-1}$, a screening length of 0.043 nm. For $l=0$ to 3 the phase shifts are 0.9407, 0.1388, 0.0287 and 0.0068. With $k_F=17.47$ nm$^{-1}$,

$$\sigma_{\rm tr}\approx\frac{4\pi}{(17.47)^2}\,(0.5165+0.0241+0.0014+\dots)\ {\rm nm^2}=0.0223\ {\rm nm^2}.$$

In SI units the friction coefficient is

$$\eta=(1.8\times10^{29})(1.055\times10^{-34})(1.747\times10^{10})(2.23\times10^{-20})=7.4\times10^{-15}\ {\rm kg/s}.$$

More partial waves, a larger integration radius and a tighter tolerance together shift it by $2\times10^{-8}$ of its value. That is numerical convergence, not the accuracy of the model. Weak-scattering theory with the same potential gives 0.52 of this friction, so the phase shifts are needed.

**Q.** And the force?

**A.** Count components along the field. The drift velocity is

$$v_d=-\frac J{ne}=-\frac{10^{10}}{(1.8\times10^{29})(1.602\times10^{-19})}=-0.347\ {\rm m/s},$$

and the wind force is $\eta v_d=-2.6\times10^{-15}$ N, or $-1.6\times10^{-5}$ eV/nm. The minus sign means that it points with the electrons, towards the anode.

To compare it with the field, use $v_d=-eE\tau/m$ and the mean free path $\ell=v_F\tau$:

$$F_{\rm wind}=n\hbar k_F\sigma_{\rm tr}\Big(-\frac{eE\tau}{m}\Big)=-eE\,n\ell\sigma_{\rm tr},\qquad Z_{\rm wind}=\frac{F_{\rm wind}}{eE}=-n\ell\sigma_{\rm tr}.$$

Here $E=\rho J=4.7$ V/cm, and $\tau=m/(ne^2\rho)=4.19$ fs gives $\ell=8.48$ nm. Then $Z_{\rm wind}=-34$. The full bare direct force, with valence $+1$, would be 3% of the wind force in size.

Over a rough jump length of 0.29 nm, the wind does work equal to $1.1\times10^{-4}$ of the thermal energy $k_BT$. If the force is constant along the jump and the barrier lies midway, forward and backward rates differ by this fraction. Electromigration is then a slight bias on thermally activated jumps.

**Q.** How far should I trust $-34$ for real aluminium?

**A.** Only as an estimate for this model interstitial, with rough inputs. Host aluminium atoms that move through vacancies or along grain boundaries are a different scattering problem, and $-34$ should not be used for them.

The assumption a real metal breaks most plainly is the absence of a lattice. Three sensitivities, at fixed drift velocity and resistivity, indicate the scale:

- Thomas–Fermi screening, $\kappa=20.5$ nm$^{-1}$, raises the friction by 16% and gives $Z_{\rm wind}\approx-40$.
- A band mass 10% larger, with $k_F$ fixed and $\kappa$ refitted, raises it by 12% and gives about $-38$.
- A local density 30% lower, with $\kappa$ refitted, lowers it by 10% and gives about $-31$.

These are not error bounds, since scattering from neighbouring ions is still missing. The exponential shape of the potential is also an assumption, not a self-consistent mean-field solution. With the potential energy $-e^2(1/r+a)e^{-2ar}/(4\pi\epsilon_0)$ instead, and $a=17.0$ nm$^{-1}$ again fixed by neutrality, the friction is 18% higher.

Exchange and correlation are also missing, and their static part matters more than any sensitivity above. For a point charge $+1$ at this density, a self-consistent Hartree potential lowers the friction by about 4% ($Z_{\rm wind}\approx-33$), whereas adding exchange and correlation in the local-density approximation raises it by about 27% over the model value ($Z_{\rm wind}\approx-43$). The dynamic part has not been estimated. Three other approximations, concerning temperature, the finite mean free path and the finite drift speed, matter little here. At fixed $\kappa$, thermal smearing changes the force per drift speed by $-0.0015\%$, or by $-0.007\%$ if also $\tau\propto\varepsilon^{3/2}$; refitting $\kappa$ at 473 K turns the first figure into $-0.0012\%$. The screening length is 0.005 of the mean free path. In the shifted-sphere sum the force falls below $\eta v_d$ by 0.29% at $0.1v_F$ and by 0.073% at $0.05v_F$, a quadratic trend. Extrapolated to the actual drift, the relative correction is about $10^{-14}$. The numerical output below lists the values for these three approximations.

**Q.** Is there a limit in which I can check the force without any scattering theory?

**A.** Let the resistance come from $n_i$ identical, dilute, independent impurities per unit volume, with no other scatterers. In a steady current the force of the field on the electrons balances the friction:

$$-neE-n_i\eta v_d=0 .$$

With $J=-nev_d$ this gives the resistivity

$$\rho_i=\frac EJ=\frac{n_i\eta}{n^2e^2}.$$

The total wind force on the impurities is $n_i\eta v_d=-neE$ per unit volume. The field pulls the fixed positive charge, background and impurities together, with $+neE$. The two cancel, as they must for a neutral metal carrying a steady current. A wind force can therefore move an impurity relative to its host without any net push on the wire as a whole.

## Numbers as computed

```
Ring: drift speed 0.9425 a.u.
Ring: peak force on fixed impurity 0.1238 a.u.
Ring: relative mismatch of frames, parabolic 3.2e-14
Ring: relative mismatch, non-parabolic band 0.823
One state: force from density 6.813550 a.u.
One state: k^2 sigma_tr 6.813563 a.u.
Born, 0.3 v_F: force, drifting gas 0.027405 a.u.
Born, 0.3 v_F: force, moving impurity 0.027405 a.u.
Born, 0.02 v_F: pair force/(eta_Born u) 0.99986
Shifted sphere 0.10 v_F: F/(eta v)-1 = -2.930e-03
Shifted sphere 0.05 v_F: F/(eta v)-1 = -7.319e-04
Input electron density 1.80e+23 cm^-3
Input resistivity 4.70 microohm cm
Input current density 1.00 MA/cm2
Input temperature 473 K
Input jump length 0.29 nm
Fermi wave number 17.468 nm^-1
Fermi velocity 2.022e+06 m/s
Fermi energy 11.62 eV
Friedel screening constant 23.431 nm^-1
Screening length 0.0427 nm
Phase shift l=0: 0.9407 rad
Phase shift l=1: 0.1388 rad
Phase shift l=2: 0.0287 rad
Phase shift l=3: 0.0068 rad
Transport cross section 0.02233 nm2
Friction coefficient 0.1966 a.u. = 7.404e-15 kg/s
Convergence shift of friction -2.0e-08 (relative)
Born friction / full friction 0.519
Electron drift velocity along field -0.3468 m/s
Electric field 4.70 V/cm
Wind force along field -2.567e-15 N = -1.603e-05 eV/nm
Relaxation time 4.19 fs
Mean free path 8.48 nm
Wind valence from force -34.10
Wind valence from -n l sigma_tr -34.10
Work over one jump / kT 1.14e-04
Neglected: thermal smearing -0.0015 %
Neglected: tau ~ energy^1.5 and smearing -0.0070 %
Neglected: drift nonlinearity -8.6e-15 (relative)
Neglected: screening length/path 0.0050
Neglected: bare direct/wind force 0.0293
Thomas-Fermi constant 20.501 nm^-1
Friction change, Thomas-Fermi screening 16.2 %
Friction change, band mass +10 % 11.6 %
Friction change, local density -30 % -9.7 %
```
